Why monopole TD-DFTB misses the n→π* singlet–triplet splitting

Q: I regard TD-DFTB as linear-response TDDFT in a minimal valence basis. Every valence orbital is there and so is every transition i→a. The couplings come from transition charges, with γ_AB for singlets and spin constants W_A for triplets. So every valence excitation should get its singlet–triplet splitting, to the accuracy of the parameters. Is anything lost?

A: Every transition is in the matrix, but some have an empty row of couplings whatever the parameters are. Take a closed shell, real orbitals ψ_i (occupied) and ψ_a (empty), gaps ω_ia = ε_a − ε_i, an adiabatic local kernel f_στ = δ²E_xc/δρ_σδρ_τ, and Hartree atomic units. Let (ia|k|jb) be the integral of a kernel k between ρ_ia = ψ_iψ_a and ρ_jb, and v = 1/r₁₂. The response matrices are

A_iaσ,jbτ = ω_ia δ_ij δ_ab δ_στ + (ia|v + f_στ|jb),  B_iaσ,jbτ = (ia|v + f_στ|jb).

Singlet amplitudes are equal for the two spins, so the ↑↑ and ↑↓ couplings add. Triplet amplitudes are opposite, so they subtract and v cancels. With f^S = ½(f↑↑ + f↑↓) and f^T = ½(f↑↑ − f↑↓), define

K^S = (ia|v + f^S|jb),  K^T = (ia|f^T|jb).

The sum of the two spin couplings is 2K^S and the difference is 2K^T, so A = ω + 2K and B = 2K in either channel. Adding and subtracting AX + BY = ΩX and BX + AY = −ΩY gives

(ω + 4K)(X+Y) = Ω(X−Y),  ω(X−Y) = Ω(X+Y).

Insert X−Y = Ωω⁻¹(X+Y) in the first, set X+Y ∝ ω^½F, and multiply by ω^½ from the left. This is the Casida equation:

M F = Ω² F,  M_ia,jb = ω_ia² δ_ij δ_ab + 4 √ω_ia K_ia,jb √ω_jb.

A transition that couples to no other has Ω = √(ω² + 4ωK). K also has a meaning as an energy curvature. Change the spin densities by δρ↑ = λρ_ia and δρ↓ = ±λρ_ia. The second derivative of the Hartree plus exchange-correlation energy is the integral of (v+f↑↑) ± 2(v+f↑↓) + (v+f↓↓), which is 4K^S for the upper sign and 4K^T for the lower, since f↓↓ = f↑↑. For Be, finite differences of the energy reproduce both K to 10⁻⁵ Ha, and the three lowest Ω of each channel agree with an independent TDDFT solver to the same tolerance, so the factors are tested.

Q: That is TDDFT. Where does the tight-binding form depart from it?

A: In ρ_ia. Expand ψ = Σ c_μφ_μ in atomic orbitals with overlap S, orthonormal on each atom. The Mulliken approximation is φ_μφ_ν ≈ ½S_μν(φ_μ² + φ_ν²). Insert it and collect the coefficient of each φ_μ²:

ρ_ia = Σ_μν c_μi c_νa φ_μφ_ν ≈ Σ_μ φ_μ² · ½[c_μi(Sc_a)_μ + c_μa(Sc_i)_μ].

Next, each φ_μ² on atom A is replaced by one spherical density F_A of unit charge, so that ρ_ia ≈ Σ_A q_A F_A with

q_A = ½ Σ_μ∈A [c_μi(Sc_a)_μ + c_μa(Sc_i)_μ].

With γ_AB = (F_A|v + f^S|F_B), γ_AA = U_A, W_A = (F_A|f^T|F_A), and the two-centre integrals of the local kernel f^T dropped,

K^S = Σ_AB q_A^ia γ_AB q_B^jb,  K^T = Σ_A q_A^ia W_A q_A^jb.

Look at the first step for two different orbitals on the same atom. There S_μν = 0, so products such as s·p_z or p_x·p_y are set to zero. They carry no charge, but they carry a dipole or a quadrupole.

Q: Those are higher multipoles, corrections to the leading monopole term.

A: They are corrections when the monopole term exists. Let the nuclear frame have a mirror σ. It acts on the coefficients by an orthogonal matrix D that sends the orbitals of atom A to those of atom σ(A). Overlaps are unchanged by a reflection, so DS = SD. Let Π_A be the diagonal projector on the orbitals of A; then Π_A = DᵀΠ_σ(A)D. The Hamiltonian commutes with D, and so does the SCC shift ½S_μν(V_A + V_B) when the ground-state charges respect the mirror, so non-degenerate orbitals are even or odd. Take Dc_i = c_i and Dc_a = −c_a, or the reverse. Then

c_iᵀΠ_A S c_a = c_iᵀDᵀ Π_σ(A) D S c_a = (Dc_i)ᵀ Π_σ(A) S (Dc_a) = −c_iᵀ Π_σ(A) S c_a.

The second term of q_A, c_aᵀΠ_A S c_i, changes sign in the same way. Hence

q_σ(A) = −q_A.

An atom in the mirror plane has σ(A) = A and therefore q_A = 0. In a planar molecule every atom is in the plane, a lone pair n that lies in the plane is even and π* is odd, so all charges of n→π* vanish. (A lone pair in a p orbital normal to the plane is odd and falls under the π→π* case below.) The proof did not use the orientation of the axes. It also holds with Π_A restricted to a complete s or p shell, because D maps shells to shells, so shell-resolved charges vanish too. It covers σ→π* and π→σ* in planar molecules, and σ→π_x* in linear ones, where the plane that contains the axis and is normal to x does the work. A free atom needs no mirror: Σ_A Π_A = 1 gives Σ_A q_A = c_iᵀSc_a = ⟨ψ_i|ψ_a⟩ = 0, and with one atom that sum is q itself.

Every element K_ia,jb in the row of such a transition contains a factor q_A^ia. The row and column of M are then empty except for ω_ia², the unit vector on ia is an eigenvector, and

Ω_S = Ω_T = ω_ia

for any γ_AB and any W_A. A refit of these parameters cannot change that.

Q: Perhaps the method is right. If the atoms carry no transition charge, the true coupling may vanish as well.

A: Symmetry makes ρ_ia odd, but the diagonal coupling is quadratic in it. The triplet element is

K^T_ia,ia = ∫ ρ_ia(r)² f^T(ρ(r)) d³r,

which is negative where f^T is. For the LDA used below, f^T < 0 was tested at all grid points with ρ > 10⁻⁴ bohr⁻³. The lowest eigenvalue of a symmetric matrix cannot exceed a diagonal element, so the lowest triplet of that symmetry obeys Ω_T² ≤ ω² + 4ωK^T < ω² once K^T < 0. In the singlet, (ia|v|ia) is the Coulomb self-energy of ρ_ia, which is positive, and the f^S term opposes it in LDA. The sign of the sum has to be computed, and it is positive in both examples.

Q: How is the coupling put back without four-centre integrals?

A: By keeping one-centre products. For μ on A and ν on B, project φ_ν on the orbitals of A in one half of the product and φ_μ on those of B in the other (the Rüdenberg expansion):

φ_μφ_ν ≈ ½ Σ_α∈A S_αν φ_μφ_α + ½ Σ_β∈B S_βμ φ_νφ_β.

For A = B, S is the unit matrix and the right side is φ_μφ_ν again, so one-centre products survive unchanged. Multiply by c_μi c_νa and sum. The first half gives ½c_μi(Sc_a)_α φ_μφ_α and the second, after renaming indices, ½c_μa(Sc_i)_α φ_μφ_α. Since φ_μφ_α is symmetric, the coefficient may be symmetrized:

ρ_ia ≈ Σ_A Σ_μα∈A P_μα φ_μφ_α,
P_μα = ¼[c_μi(Sc_a)_α + c_μa(Sc_i)_α + c_αi(Sc_a)_μ + c_αa(Sc_i)_μ].

Setting α = μ and summing over A returns q_A, so the charge is the trace of P.

Evaluate the kernel k (v + f^S or f^T) at a spherical atomic density. On an sp atom, with k, l, m, n running over x, y, z, the density is P_ss s² + 2Σ_k P_sk s p_k + Σ_kl P_kl p_kp_l. Inversion parity removes integrals with an odd number of p orbitals. Rotational invariance gives (sp_k|sp_l) = X_sp δ_kl and (ss|p_kp_l) ∝ δ_kl. The pppp integrals form an isotropic tensor of rank four, built from the three products of two deltas, and symmetry under k↔l makes two coefficients equal:

(p_kp_l|p_mp_n) = a δ_klδ_mn + X_pp (δ_kmδ_ln + δ_knδ_lm),

with a = (p_xp_x|p_yp_y) and X_pp = (p_xp_y|p_xp_y). Let t = Σ_k P_kk and T_kl = P_kl − tδ_kl/3, and let primes denote the transition jb. Contraction gives a t t′ + 2X_pp Σ_kl P_klP′_kl. Because T is traceless, Σ P_klP′_kl = T:T′ + t t′/3, with T:T′ = Σ T_klT′_kl. The pp part is thus (a + 2X_pp/3) t t′ + 2X_pp T:T′. The terms in P_ss and t couple shell charges. The monopole model stands in for them with one constant per atom, U_A or W_A times q q′, which is exact only if (ss|ss), (ss|p_kp_k) and a + 2X_pp/3 are equal. The difference is left out here; it vanishes for n→π*, where P_ss = t = 0. What remains is the on-site correction, the 4 coming from the factor 2 in each density:

ΔK = Σ_A [4X_sp Σ_k P_sk P′_sk + 2X_pp T:T′].

For n→π* with the molecule in the yz plane, n built from p_y (and ligand s) and π* from p_x, the surviving elements are T_xy = T_yx = P_xy. Then T:T = 2P_xy² and

ΔK = 4 Σ_A X_pp P_xy².

If both orbitals sat wholly on one atom, P_xy = ¼(1 + 1) = ½ and ΔK = X_pp, the full exchange-type integral.

Q: Why carry T? The Mulliken step lost the off-diagonal products, so adding those back looks sufficient.

A: The second step, φ_μ² → F_A, lost something too. Turn the molecule by 45° about z. The product p_xp_y becomes ½(p_x² − p_y²) up to sign, a diagonal traceless P. A correction built from off-diagonal elements alone is then zero, while T:T is unchanged. Both statements are tested in the model below, as is the agreement of the closed form with a direct contraction of all one-centre integrals in a generally rotated frame.

Q: Show me a case with nothing else going on.

A: The 2s→2p excitation of the Be atom. It is not an n→π* transition, but it is the purely one-centre case, governed by X_sp. I use LDA (Slater exchange, VWN5 correlation) in the cc-pVTZ basis, and take all integrals over the computed 2s and 2p orbitals; the values are in the numerical output that follows. The levels −0.20586 and −0.07677 Ha give ω = 0.12909 Ha (3.513 eV). The constants U = 0.312 Ha and W = −0.020 Ha, unrelaxed integrals over the 2s density, are not small, but they multiply q², with |q| of order 10⁻¹⁸, which is rounding noise. Monopole singlet and triplet both lie at 3.513 eV.

With the correction, P_sz = ½ and ΔK = 4X_sp·¼ = X_sp. For its Coulomb part, s·p_z = R_sR_p Y₀₀Y₁₀ = R_sR_pY₁₀/√(4π). In the Laplace expansion 1/r₁₂ = Σ_k (4π/(2k+1)) (r_<^k/r_>^(k+1)) Σ_m Y_km Y*_km, orthogonality to Y₁₀ leaves k = 1, m = 0, so the integral is (4π/3)(1/4π)G¹ = G¹/3, where G¹ is the radial integral of r_</r_>² between the two products r²R_sR_p. Radial quadrature gives G¹ = 0.19671 Ha, and G¹/3 = 0.06557 Ha matches the analytic two-electron integral in a test. Then

X_sp^S = 0.06557 − 0.02956 = 0.03601 Ha,  X_sp^T = −0.01655 Ha,
Ω_S = √(0.016664 + 4·0.12909·0.03601) = √0.035258 = 0.1878 Ha (5.110 eV),
Ω_T = √(0.016664 − 4·0.12909·0.01655) = √0.008118 = 0.0901 Ha (2.452 eV).

These equal TDLDA restricted to the 2s and 2p orbitals by construction, since the Rüdenberg expansion is an identity on one centre and the three transitions are uncoupled. The real comparison is with TDLDA over all transitions of the basis, 4.926 and 2.367 eV. These must lie lower, by the same eigenvalue inequality as before. Relative to them, the monopole singlet is 1.41 eV (29 %) low and the triplet 1.15 eV (48 %) high. After the correction both are high by about 4 % (0.18 and 0.08 eV), and the splitting is 2.66 eV against 2.56 eV. The reference is itself an adiabatic LDA result in a finite basis without relativity, not a measurement.

The intensity fails in the same way. From the normalization (X+Y)·(X−Y) = 1 and X−Y = Ωω⁻¹(X+Y) follows X+Y = ω^½F/√Ω for F·F = 1. The singlet transition moment is √2 Σ d_ia(X+Y)_ia with d_ia = ⟨ψ_i|r|ψ_a⟩, the √2 coming from two spins of weight 1/√2. So f = (2/3)Ω|moment|² = (4/3)|Σ d_ia √ω_ia F_ia|², and an uncoupled transition has f = (4/3)ω|d|². The monopole dipole is Σ q_A R_A = 0. The expansion in P adds 2Σ_k P_sk⟨s|r|p_k⟩, here of length 1.5944 bohr, and the three components give 3·(4/3)·0.12909·1.5944² = 1.31. The full-basis value is 1.41. The monopole model makes a strongly allowed line dark.

Q: An atom is the extreme. What of a molecule with a real lone pair?

A: Take a model planar chromophore L₂X=Y with 12 valence electrons and round parameters: R_XY = 2.3 bohr along z, R_XL = 2.1 bohr, angle LXL 120°, one Gaussian per orbital. The s and p exponents are 0.25 and 0.45 bohr⁻² on X, 0.5 and 0.9 on Y, and 0.45 for the s orbital of L. The levels are −0.70 and −0.40 Ha on X, −1.10 and −0.55 on Y, −0.50 on L. Off-diagonal elements are H_μν = ½·1.75·S_μν(ε_μ + ε_ν), with no SCC term. U, W and X are unrelaxed integrals at the spherical valence densities s²p², s²p⁴ and s¹, with U and W taken for the outer shell, and γ_AB = erf(R/√(2(σ_A² + σ_B²)))/R with σ = 1/(√π U), which tends to U as R → 0 for equal widths.

The highest occupied level, −0.53546 Ha, is n, with Mulliken weight 0.72 on the p_y orbital of Y. The lowest empty one, −0.36344 Ha, is π*. The gap is 0.17202 Ha (4.68 eV). The charges were computed with the molecule in a general orientation, where p_x, p_y and p_z mix, so that the p terms on X and Y are separately non-zero and cancel only in the sum over each atom (the s terms vanish one by one, since π* has neither a coefficient on nor an overlap with an s function centred in the plane); the largest |q_A| is 10⁻¹⁵. Diagonalizing the whole of M leaves both states at the gap, also when γ is replaced by a random matrix.

For the correction, P_xy = −0.1160 on X and −0.1469 on Y, with squares 0.01346 and 0.02158:

ΔK^S = 4(0.01501·0.01346 + 0.02962·0.02158) = 0.00081 + 0.00256 ≈ 0.00336 Ha,
ΔK^T = −4(0.01637·0.01346 + 0.01891·0.02158) = −(0.00088 + 0.00163) = −0.00251 Ha.

The one-transition formula gives √(0.029591 + 0.002312) = 0.17861 Ha and √(0.029591 − 0.001727) = 0.16692 Ha. In C₂v the transition is b₂→b₁, of a₂ symmetry. The basis holds three b₂ orbitals and the pair π, π*; each b₂ orbital gives one a₂ transition, to π* if occupied and from π if empty. Coupling to the other two lowers the results to 0.17860 Ha (4.86 eV) and 0.16676 Ha (4.54 eV). This state is dipole-forbidden in C₂v in any case, as no component of r is a₂.

The reference uses the same orbitals and gaps, with K integrated over the full ρ_ia and with f at the molecular valence density. It gives K^S = 0.00462 and K^T = −0.00363 Ha, and states at 4.92 and 4.46 eV. It tests the approximation to K and says nothing about the quality of the model Hamiltonian or of adiabatic LDA.

Q: Then with on-site terms the method is complete after all.

A: The numbers say less than that. The splitting is 0.32 eV against 0.46 eV, so 70 % is recovered and 0.14 eV, 30 % of the reference, is still missing. The diagonal couplings fall short in both channels, 0.00336/0.00462 = 0.73 and 0.00251/0.00363 = 0.69. Three approximations separate the two calculations: the Rüdenberg projection of two-centre products, the neglect of couplings between the p_xp_y densities on X and on Y, and the use of atomic densities in f. I have not separated their shares. One thing can be deduced: K^T contains no v, so the triplet deficit cannot come from the Coulomb interaction of the two quadrupoles. None of these terms corrects an error in ω_ia. For an uncoupled transition dΩ/dω = (ω + 2K)/Ω, which is close to 1 when K is small against ω, as it is here.

Q: Is the monopole scheme then useless for splittings?

A: No. The theorem needs orbitals of opposite parity. For π→π* both are odd, the two signs cancel in the proof, and it yields q_σ(A) = +q_A. Atoms exchanged by the mirror then carry equal charges, and for an atom in the plane this mirror sets no constraint. In the model the charges are −0.3294 on X and +0.3294 on Y, and zero on L, because an odd orbital has neither a coefficient on an in-plane s function nor an overlap with it. The gap of 0.20020 Ha opens into 0.25720 Ha (7.00 eV) and 0.18490 Ha (5.03 eV). The diagonal triplet coupling is 0.3294²·(−0.02728 − 0.03151) = −0.00638 Ha, which alone would give √(0.040080 − 0.005109) = 0.1870 Ha; mixing with other transitions supplies the rest. So the scheme splits this state by about 2 eV while leaving n→π* degenerate. That does not make the 2 eV accurate. Here P has the single element P_xx = q_A on X and on Y, so T:T = (2/3)q_A² and the on-site term is (4/3)q² Σ_A X_pp. In the triplet it is (4/3)·0.3294²·(−0.01637 − 0.01891) = −0.00510 Ha, four fifths of the monopole coupling, and in the singlet (4/3)·0.3294²·(0.01501 + 0.02962) = 0.00646 Ha. The monopole scheme omits both, so it misses part of the π→π* coupling as well.

Q: Molecules are not always planar. Surely a distortion switches the charges on, and the rule "q vanishes for n→π*" is false.

A: As a rule about the label it is indeed false; it is a rule about mirrors. Tilt the LXL plane by an angle θ about the y axis through X, keeping R_XL and the angle LXL, so that both L leave the yz plane on the same side. The yz mirror is lost, but the xz mirror remains. It contains X and Y, exchanges the two L, and has n odd and π* even. The theorem now gives q_X = q_Y = 0 and q_L1 = −q_L2, with no reason for the latter to vanish, and the model confirms both in a test. The geometry −θ is the yz mirror image of θ, and that reflection reverses the relative sign of n and π*, so q_L is odd in θ and starts linearly if its slope is not zero. The computed |q_L| is 0.00183 at 2° and 0.00366 at 4°, a ratio of 1.999.

The splitting is even in θ and zero at θ = 0. For small K, √(ω² + 4ωK) ≈ ω + 2K, and with charges ±q the diagonal couplings are K^S = q²(2U_L − 2γ_LL′) and K^T = 2q²W_L, so the diagonal contribution is 4q²(U_L − γ_LL′ − W_L), of order θ². Off-diagonal elements are of order θ and enter squared, at the same order. The computed splittings, 4.22·10⁻⁶ and 1.69·10⁻⁵ Ha, have the ratio 3.995. The off-diagonal part is not negligible. At 2°, γ_LL′ is below 1/R_LL′ = 1/(2.1√3) = 0.275 Ha, so the diagonal part is at least 4·0.00183²·(0.635 − 0.275 + 0.083) = 5.9·10⁻⁶ Ha, more than the total.

At 20°, |q_L| = 0.018 and the monopole splitting is 4.06·10⁻⁴ Ha, or 0.011 eV. The planar reference value is some forty times larger. I have not computed the reference at the bent geometry, so this compares scales and is not an error estimate. The only charges allowed are those on the ligands, which come out small here and enter squared, while X and Y, whose p_xp_y products carried the on-site splitting of the planar molecule, still contribute nothing. The same theorem applies to a chromophore whose substituents lie in pairs above and below its plane: those atoms may carry paired charges, and the atoms in the plane carry none.

Q: What do I check before trusting a TD-DFTB state?

A: Compute P on each atom for the dominant transition and compare the monopole coupling with 4X_sp ΣP_sk² + 2X_pp T:T. Where the monopole coupling is much the larger, the on-site correction is not the main concern; this ranks the two terms and does not bound the error of the monopole coupling itself. Non-zero charges do not guarantee this: for the π→π* triplet of the model the two were −0.00638 and −0.00510 Ha. Where a mirror containing all the atoms removes them, the monopole singlet and triplet energies are the orbital gap, and any splitting must come from terms beyond the monopoles; in the planar model the on-site terms gave 70 % of it. Atoms off the mirror may carry paired charges, unless another symmetry removes them, as for an atom in a second mirror or on a twofold axis under which the transition is also odd. Where such charges exist the monopole splitting need not vanish; in the bent model it was only 0.011 eV at 20°.

Numbers as computed

```
Be 2s->2p, LDA(Slater+VWN5)/cc-pVTZ
e_2s -0.20586 e_2p -0.07677 gap 0.12909 Ha (3.513 eV)
max|q| 2.9e-18 e; U 0.31247 W -0.01997 Ha
G1 0.19671 G1/3 0.06557 (sp|fS|sp) -0.02956 Ha
X_sp^S 0.03601 X_sp^T -0.01655 Ha
monopole: S 0.12909 T 0.12909 Ha (3.513, 3.513 eV)
on-site: S 0.18777 T 0.09009 Ha (5.110, 2.452 eV)
full-basis TDLDA: S 0.18103 T 0.08698 Ha (4.926, 2.367 eV)
splitting on-site 2.658 eV, full 2.559 eV
|<2s|r|2p>| 1.5944 bohr
f monopole (origin 1 bohr away) 2.3e-36; 2s2p 1.3127; full 1.4091
Model L2X=Y: R_XY 2.3 R_XL 2.1 bohr, angle LXL 120 deg, K_WH 1.75
X: exponents (0.25, 0.45) bohr^-2, levels (-0.7, -0.4) Ha, U 0.52964 W -0.02728 Ha
Y: exponents (0.5, 0.9) bohr^-2, levels (-1.1, -0.55) Ha, U 0.76301 W -0.03151 Ha
L: exponents (0.45,) bohr^-2, levels (-0.5,) Ha, U 0.63546 W -0.08326 Ha
X: X_pp^S 0.01501 X_pp^T -0.01637 X_sp^S 0.09100 X_sp^T -0.02497 Ha
Y: X_pp^S 0.02962 X_pp^T -0.01891 X_sp^S 0.14119 X_sp^T -0.02908 Ha
occupied levels (Ha): [-1.1606 -0.7336 -0.5944 -0.5774 -0.5636 -0.5355]
empty levels (Ha): [-0.3634  0.2854  0.489   1.08  ]
e_pi -0.56364 e_n -0.53546 e_pi* -0.36344 Ha
n: Mulliken weight on Y p_y 0.722
n->pi*: gap 0.17202 Ha (4.681 eV)
n->pi*: max|q| in rotated frame 9.7e-16 e
n->pi*: P_xy on X -0.1160, on Y -0.1469
K on-site S 0.00336 T -0.00251 Ha
K exact ALDA S 0.00462 T -0.00363 Ha
n->pi* monopole: S 0.17202 T 0.17202 Ha (4.681, 4.681 eV)
n->pi* on-site: S 0.17860 T 0.16676 Ha (4.860, 4.538 eV)
n->pi* exact ALDA: S 0.18075 T 0.16381 Ha (4.919, 4.458 eV)
splitting on-site 0.322 eV, exact ALDA 0.461 eV
pi->pi*: gap 0.20020 Ha, q(X,Y,L,L) [-0.3294  0.3294  0.     -0.    ] e
pi->pi* monopole: S 0.25720 T 0.18490 Ha (6.999, 5.031 eV)
theta 2 deg: |q_L| 0.00183 e, monopole splitting 4.219e-06 Ha
theta 4 deg: |q_L| 0.00366 e, monopole splitting 1.686e-05 Ha
theta 20 deg: |q_L| 0.01799 e, monopole splitting 4.058e-04 Ha
ratios 4deg/2deg: q 1.999, splitting 3.995
```
